# Coincidence angles and the g-factor of a tilted two-dimensional gas

## Problem

Electrons of effective mass $m$ (in units of the free mass $m_e$) move in a thin layer. A magnetic field $B$ makes an angle $\theta$ with the layer normal, so that $B_\perp=B\cos\theta$ and $B_\parallel=B\sin\theta$. Take a parabolic band, an isotropic g-factor, no spin-orbit coupling and a layer of negligible thickness. Both spin species are occupied, and the chemical potential lies many levels above the bottom of the band.

**(a)** Find the angles at which the Zeeman splitting is an integer multiple $r$ of the cyclotron energy. Which $r$ occur?

**(b)** At such an angle, which gaps between levels remain open?

**(c)** At each tilt, $B_\perp$ is swept and the first harmonic of the magnetoresistance oscillation is recorded. Show that its amplitude is stationary in $\theta$ at the coincidences.

**(d)** Synthetic data were made for $m=0.02$ and electron density $n=2\times10^{11}\ \mathrm{cm^{-2}}$. The levels have Gaussian broadening $\Gamma=0.9$ meV, and the density is held fixed during each sweep of $B_\perp$ from 0.40 to 0.66 T. The signal is $s=(D/D_0)^2-1$ plus random noise of rms 0.03 in each of the 160 readings of a sweep, where $D$ is the density of states at the chemical potential and $D_0$ its zero-field value. The amplitude $A$ is the coefficient of $-\cos(2\pi f/B_\perp)$ in $s$, with $f=nh/2e$. The readings are evenly spaced in $1/B_\perp$ over four periods and are weighted with a Hann ($\cos^2$) window. The heights of the extrema depend on this weighting, but their ideal positions do not. As a function of $u=1/\cos\theta$, from $u=1$ to $9.5$, it has these interior extrema:

| $u$ | $A$ |
|---|---|
| 2.8527 | −0.612 |
| 5.7093 | 0.607 |
| 8.5691 | −0.611 |

It vanishes at $u=1.4246,\ 4.2804,\ 7.1438$. Find $|g|$.

**(e)** How do errors of mass and tilt enter, and what would change in a real well?

## Hints

1. The orbital motion feels one component of the field, the spin feels all of it. Write both energies with $\mu_B=e\hbar/2m_e$.
2. At a coincidence, ask which level of one spin meets level $N$ of the other.
3. Apply Poisson summation to the broadened levels. Then ask what happens to the set of levels when the ratio of the two splittings grows by 2.
4. The labels $r$ are not given with the data. A line through the origin tests them.

## Solution

### (a) The angles

In a layer without thickness, the field along the layer exerts no force within the plane, so the Landau levels depend on $B_\perp$ alone:

$$\hbar\omega_\perp=\frac{\hbar eB_\perp}{m\,m_e}=\frac{2\mu_BB\cos\theta}{m}.$$

The spin splitting is $|g|\mu_BB$, whatever the direction of $B$. With $N=0,1,2,\dots$,

$$E_{N,\pm}=\hbar\omega_\perp\left(N+\tfrac12\pm\tfrac x2\right),\qquad x=\frac{|g|\mu_BB}{\hbar\omega_\perp}=\frac{|g|m}{2\cos\theta}.$$

The field strength has cancelled: tilt alone sets $x$. Putting $x=r$ gives

$$\cos\theta_r=\frac{|g|m}{2r}.$$

Since a cosine cannot exceed 1, the coincidences that occur are the integers $r\ge|g|m/2$. If $|g|m/2$ exceeds 1, the series does not begin at $r=1$. The energies contain $|g|$, so these angles cannot give the sign of $g$.

### (b) The open gaps

At $x=r$ the two ladders, in units of $\hbar\omega_\perp$, are $N+\frac12-\frac r2$ and $N'+\frac12+\frac r2$. They coincide when $N=N'+r$. The lower-spin levels $N=0,\dots,r-1$ therefore have no partner, and all higher levels come in pairs.

Let $\nu$ count filled levels. Gaps are open at $\nu=1,\dots,r$ and then at $\nu=r+2,r+4,\dots$. Above $\nu=r$ the surviving gaps have the parity of $r$: for $r=1$ they are $1,3,5,\dots$, for $r=2$ they are $1,2,4,6,\dots$. As the tilt increases through successive coincidences, resistance minima at even and odd filling vanish in turn.

### (c) Why the amplitude is stationary

Each level holds $eB_\perp/h$ electrons per area. The zero-field density of states for both spins is

$$D_0=\frac{m\,m_e}{\pi\hbar^2}=\frac{2}{\hbar\omega_\perp}\frac{eB_\perp}{h}.$$

With a normalized Gaussian $G$ of standard deviation $\Gamma$,

$$\frac{D}{D_0}=\frac{\hbar\omega_\perp}{2}\sum_{\sigma=\pm1}\sum_N G\!\left[\mu-\hbar\omega_\perp\left(N+\tfrac12+\tfrac{\sigma x}{2}\right)\right].$$

Because $\mu$ lies far above the lowest levels, the sum over $N$ may be extended to $-\infty$. Poisson's formula, $\sum_NF(N)=\sum_p\int F(y)e^{2\pi ipy}dy$, then applies. Let $\varepsilon$ be the argument of $G$, so that $y=(\mu-\varepsilon)/\hbar\omega_\perp-\frac12-\frac{\sigma x}{2}$. The integral becomes

$$\frac{1}{\hbar\omega_\perp}(-1)^p\,e^{2\pi ip\mu/\hbar\omega_\perp}\,e^{-i\pi p\sigma x}\,e^{-2\pi^2p^2\Gamma^2/(\hbar\omega_\perp)^2}.$$

The last factor is the Fourier transform of the Gaussian, and $(-1)^p$ comes from the $\frac12$ in the level energies. The sum over $\sigma$ gives $2\cos(\pi px)$, and the terms $p$ and $-p$ combine to a second cosine:

$$\frac{D}{D_0}=1+2\sum_{p=1}^\infty(-1)^pe^{-2\pi^2p^2\Gamma^2/(\hbar\omega_\perp)^2}\cos\frac{2\pi p\mu}{\hbar\omega_\perp}\cos(\pi px).$$

The mean chemical potential is $n/D_0$, hence $\mu/\hbar\omega_\perp=nh/(2eB_\perp)=f/B_\perp$. For weak oscillations the first harmonic is thus proportional to $-\cos(2\pi f/B_\perp)\cos(\pi x)$, which gives $A\propto\cos(\pi x)$. It has extrema at integer $x$ and zeros at half-integer $x$.

At fixed density $\mu$ oscillates too, and $s$ is not linear in $D$. A symmetry shows that the stationary points survive. In units of $\hbar\omega_\perp$ the levels are $N+\frac12\pm\frac x2$.

- Replacing $x$ by $-x$ exchanges the two ladders.
- Replacing $x$ by $x+2$ moves one ladder up by one spacing and the other down by one. Far from the bottom the set is unchanged. The count of filled levels is also unchanged, because one ladder loses a level and the other gains one.

Together these give the same levels for $x$ and $2r-x$. Let the broadening be the same for both spins and at all tilts, as in the model. At fixed $B_\perp$, any signal determined by the levels and the density is then even about $x=r$, and so is $A$. In a real layer the in-plane field can change the broadening, which would shift the extrema somewhat.

For the zeros, replacing $x$ by $1-x$ shifts the whole set by half a spacing. This reverses the first harmonic, so $A$ is odd about half-integer $x$. Here the signal is compared at neighbouring values of $B_\perp$, so in a finite sweep the argument needs an oscillation strength that varies slowly with field. The extrema do not need this condition.

### (d) The g-factor

From $x=|g|mu/2$, the extrema should lie at

$$u_r=\frac{2}{|g|m}\,r.$$

The measured ratios are $5.7093/2.8527=2.001$ and $8.5691/2.8527=3.004$, which suits the labels 1, 2, 3. Labels 2, 3, 4 would require 1.5 and 2. The best line through the origin leaves an rms misfit in $u$ of 0.0024 for the first choice, 0.75 for labels 2, 3, 4 and 1.14 for labels 3, 4, 5. The signs of $A$ agree with $\cos(\pi r)$.

Minimizing $\sum_r(u_r-cr)^2$ with respect to the slope $c$ gives $\sum_r r(u_r-cr)=0$, so $c=\sum ru_r/\sum r^2$. Since $c=2/(|g|m)$,

$$|g|=\frac{2\sum r^2}{m\sum ru_r}=\frac{2\times14}{0.02\,(2.8527+11.4186+25.7073)}=\frac{28}{0.79957}=35.02.$$

Repeating the extraction with 200 independent sets of noise gives a standard deviation of 0.011. This is the noise error alone, for known mass and perfect angles. The data were generated with $|g|=35$, so the estimate, 35.019 before rounding, is high by 0.019, less than two standard deviations.

The zeros provide a second estimate from the same sweeps. With labels $q=\frac12,\frac32,\frac52$,

$$|g|=\frac{2\times8.75}{0.02\times24.992}=35.01.$$

Inserting $|g|=35$ gives $|g|m/2=0.35$ and the ideal angles $69.51^\circ$, $79.92^\circ$ and $83.30^\circ$. At $B_\perp=0.5$ T these need total fields of 1.43, 2.86 and 4.29 T. The cyclotron energy is then 2.89 meV. Even at $r=3$, each spin ladder is displaced by only $1.5\times2.89=4.3$ meV, far less than the Fermi energy of 23.9 meV, so both spins are indeed occupied.

### (e) Errors and the real well

Taking the logarithm of $|g|=2r\cos\theta_r/m$ and differentiating,

$$\frac{\delta|g|}{|g|}=-\frac{\delta m}{m}-\tan\theta_r\,\delta\theta.$$

A relative error of the mass passes on in full. If every recorded angle is $0.1^\circ$ too large, the separate coincidences give $|g|$ too small by 0.47, 0.98 and 1.49% for $r=1,2,3$. A given error in $u$ has the opposite trend: the relative change of $|g|$ is $-\delta u/u$, whose size shrinks with $r$. High orders are therefore useful only with a well-calibrated tilt.

The parameters are rough values in the regime of an InSb quantum well, where the mass is small and $|g|$ is a few tens. Such wells depart from the model in several ways, sized here for the numbers of the example.

- **Nonparabolic band.** For a two-band dispersion with a rough gap of 240 meV, and with the confinement energy left out, a mass of 0.02 at the Fermi energy belongs to a band-edge mass of 0.0164. Using the latter would give $|g|=42.7$, which is 22% above the value at the Fermi energy. Confinement lifts the electrons further above the band edge and widens the difference: a rough estimate for a 20 nm well with 200 meV barriers gives a band-edge mass near 0.014 and a difference of 40 to 50%, depending on how the barrier is treated. In such a band $|g|$ itself falls with energy, while the product $|g|m$, which is what a coincidence measures, changes only slowly. The mass at the Fermi energy therefore gives the g-factor there. The band-edge mass gives a value near the band-edge g-factor: within 1% in the two-band limit, and 4 to 8% below it in a Kane model with InSb-like gaps that includes the split-off band.
- **Rashba coupling.** The term $\alpha(\sigma_xk_y-\sigma_yk_x)$ mixes the levels that should cross. For an assumed $\alpha=5$ meV nm and negative $g$, diagonalization at $B_\perp=0.5$ T turns the $r=1$ crossing of levels 7 and 8 into an anticrossing. Its smallest gap is 0.33 meV, at $68.9^\circ$. Read as a coincidence, this angle gives $|g|=35.9$, which is 2.6% too high. This is the Rashba term alone. InSb also has a Dresselhaus term $\beta(\sigma_xk_x-\sigma_yk_y)$, which can be of similar size in such a well. An assumed $\beta=5$ meV nm alone gives 34.6. With both terms present the result is 36.4 or 34.6 for the in-plane field along the two diagonals, so neither the size nor the sign of the shift is general.
- **Interactions.** The smooth spin polarization is $(D_0/2)|g|\mu_BB=x\,eB_\perp/h$, which at a coincidence amounts to $r$ full levels. With static Thomas–Fermi screening and dielectric constant 17, the exchange energy of one polarized level ($N=7$) is 0.44 meV, or 15% of the cyclotron energy. This is a scale, not a correction to apply. It means that a real measurement yields an effective $g$ that includes exchange, not the band value.
- **Temperature.** Thermal smearing multiplies the first harmonic of the density of states, and approximately that of the signal, by $X/\sinh X$ with $X=2\pi^2k_BT/\hbar\omega_\perp$. At 0.5 T this is 0.88 at 1.5 K, 0.42 at 4.2 K, 0.03 at 10 K and $2\times10^{-18}$ at 77 K, so at this field the experiment is best done at a few kelvin or below. At fixed $B_\perp$ the factor does not depend on tilt and leaves the extrema in place.

## Variation 1: an anisotropic g-factor

*Let $g_\perp$ and $g_\parallel$ differ. What do the coincidences measure?*

The spin Hamiltonian is $\frac12\mu_B(g_\perp B_\perp\sigma_z+g_\parallel B_\parallel\sigma_x)$. Its square is a multiple of the unit matrix, because $\sigma_z$ and $\sigma_x$ anticommute. The splitting is therefore $\mu_B\sqrt{g_\perp^2B_\perp^2+g_\parallel^2B_\parallel^2}$. Setting it equal to $r\hbar\omega_\perp=2r\mu_BB_\perp/m$, squaring and dividing by $\mu_B^2B_\perp^2$ gives

$$\left(\frac{2r}{m}\right)^2=g_\perp^2+g_\parallel^2\tan^2\theta_r.$$

Multiplication by $\cos^2\theta_r$ shows what the isotropic formula would return:

$$g_{\rm app}^2=g_\perp^2\cos^2\theta_r+g_\parallel^2\sin^2\theta_r.$$

At large tilt this is mostly $g_\parallel$. For $g_\parallel=35$ and $g_\perp=38.5$, the apparent values are 35.46 at $r=1$ and 35.05 at $r=3$.

Two coincidences separate the components. Subtracting the equation for $r_1$ from that for $r_2$,

$$g_\parallel^2=\frac{4}{m^2}\,\frac{r_2^2-r_1^2}{\tan^2\theta_{r_2}-\tan^2\theta_{r_1}},$$

and $g_\perp$ follows by substitution. It is the less certain of the two. With $g_\parallel$ held fixed, $\delta(g_\perp^2)=-2g_\parallel^2\tan\theta\,\delta\theta/\cos^2\theta$. At $r=1$ an angle recorded $0.1^\circ$ too large then lowers $g_\perp$ by about 3%. If both components come from two angles that share this offset, $g_\parallel$ drops as well, and $g_\perp$ comes out too high instead: by 3.5% for $r=1,2$ and by 6% for $r=1,3$.

## Variation 2: a layer of finite thickness

*Let the electrons be confined by $\frac12M\omega_0^2z^2$, with $M=m\,m_e$. How do the coincidences move?*

Take $\mathbf A=(0,\,xB_\perp-zB_\parallel,\,0)$, whose curl is $(B_\parallel,0,B_\perp)$. The momentum along $y$ is conserved and is absorbed by shifting $x$. With $\omega_\parallel=eB_\parallel/M$, the remaining potential is

$$\frac M2(\omega_\perp x-\omega_\parallel z)^2+\frac M2\omega_0^2z^2.$$

These are two coupled oscillators. Their squared frequencies have the sum $\omega_0^2+\omega_\perp^2+\omega_\parallel^2$ (trace) and the product $\omega_0^2\omega_\perp^2$ (determinant), so

$$\omega^4-(\omega_0^2+\omega_\perp^2+\omega_\parallel^2)\,\omega^2+\omega_0^2\omega_\perp^2=0.$$

At $\omega=\omega_\perp$ the left side equals $-\omega_\parallel^2\omega_\perp^2<0$. Thus $\omega_\perp$ lies between the roots, and the lower mode $\omega_-$, which replaces the cyclotron frequency, is smaller than $\omega_\perp$. For strong confinement, expansion to first order in $1/\omega_0^2$ gives $\omega_-\approx\omega_\perp(1-\omega_\parallel^2/2\omega_0^2)$.

The true condition $|g|\mu_BB=r\hbar\omega_-$ then makes the ideal formula return

$$g_{\rm app}=\frac{2r\cos\theta_r}{m}=|g|\frac{\omega_\perp}{\omega_-}\approx|g|\left(1+\frac{\omega_\parallel^2}{2\omega_0^2}\right).$$

For a 20 nm square well with infinitely high walls, replace the walls by a parabola with the same first subband spacing, $\hbar\omega_0=3\pi^2\hbar^2/(2MW^2)=141$ meV, where $W$ is the width. At $B_\perp=0.5$ T the full quartic gives apparent values of 35.05, 35.23 and 35.52 for $r=1,2,3$. The last is 1.5% too high. The square well itself, without the substitute parabola, gives 35.05, 35.22 and 35.50. Real barriers are finite, which lowers the subband spacing and enlarges the effect: for barriers of 200 meV and the same mass throughout, the spacing is about 77 meV and the excess at $r=3$ about 4.6%.

At a given tilt the excess grows as $B_\perp^2$ in this order. Repeating the measurement at lower $B_\perp$ and extrapolating to zero removes it, as long as the oscillations remain visible. An apparent $|g|$ that rises with $r$ is not proof of thickness, however: recorded angles that are too small produce a rise as well. The dependence on $B_\perp$ distinguishes the two, since a tilt offset does not change with field.

## Table of computed values

```
mass 0.02 m_e, hidden |g| 35.0, |g|m/2 = 0.350
density 2.00e+11 cm^-2, well width 20.0 nm
broadening 0.9 meV, noise per reading 0.03
Fermi energy (parabolic) 23.94 meV
reference B_perp 0.5 T: cyclotron energy 2.894 meV
magnetic length 36.28 nm, filling 16.54
sweep of B_perp 0.404 to 0.659 T
oscillation frequency 4.136 T
tilts: 171, up to 83.96 deg
r=1: predicted angle 69.513 deg, total field 1.429 T
  open gaps up to filling 12: [1, 3, 5, 7, 9, 11]
  data: u 2.8527, angle 69.479 deg, amplitude -0.612
  |g| from this coincidence alone 35.054
r=2: predicted angle 79.921 deg, total field 2.857 T
  open gaps up to filling 12: [1, 2, 4, 6, 8, 10, 12]
  data: u 5.7093, angle 79.912 deg, amplitude 0.607
  |g| from this coincidence alone 35.031
r=3: predicted angle 83.300 deg, total field 4.286 T
  open gaps up to filling 12: [1, 2, 3, 5, 7, 9, 11]
  data: u 8.5691, angle 83.298 deg, amplitude -0.611
  |g| from this coincidence alone 35.010
zeros of data at u: [1.4246 4.2804 7.1438]
rms misfit in u, first label 1, 2, 3: [0.0024 0.7522 1.1445]
|g| from three coincidences 35.019 +- 0.011 (noise)
|g| from noiseless data 35.000
|g| from the three zeros 35.011
change of |g| for +0.1 deg tilt error, r=1,2,3 (%): [-0.47 -0.98 -1.49]
apparent |g|, g_perp 10% larger, r=1,3: [35.459 35.05 ]
first subband spacing 141.0 meV
angles with finite thickness, r=1,2,3 (deg): [69.481 79.855 83.201]
apparent |g| with finite thickness: [35.053 35.23  35.515]
Rashba 5.0 meV nm: r=1 gap 0.330 meV at 68.946 deg
apparent |g| with Rashba, r=1: 35.925
dielectric constant 17.0: screened exchange 0.443 meV
exchange / cyclotron energy 0.153
band gap 240.0 meV: band-edge mass 0.01640 m_e
Fermi energy (nonparabolic) 26.30 meV
|g| if band-edge mass were used 42.69
thermal factor at 1.5 K 0.881, at 77 K 2.0e-18
```
